# Projected position operators, Wannier function spread and the Berry curvature, part 2

How small can the spread $\Omega=\sum_n(\langle x^2\rangle_n-\langle x\rangle_n^2)$ of Wannier functions be for $J$ bands separated from all others by a gap? Hartree atomic units are used. $P$ projects on the group, $Q=1-P$, and $H$ is the lattice-periodic Hamiltonian. States are $\Psi=\langle e^{i\mathbf k\cdot\mathbf r}\varphi_{\mathbf k}\rangle_k$, with $\varphi_{\mathbf k}$ cell periodic, $\langle\cdots\rangle_k$ the zone average and $\partial_\mu=\partial/\partial k_\mu$. Arrows give the action at fixed $\mathbf k$ on states with $\varphi=P\varphi$:

$$x_\mu\ \to\ i\partial_\mu,\qquad Px_\mu P\ \to\ P\,i\partial_\mu .\tag{2}$$

For eigenvectors $m$ outside the group and $n$ inside, with energies $E$,

$$\langle m|\partial_\mu P|n\rangle=\frac{\langle m|\partial_\mu H|n\rangle}{E_n-E_m}.\tag{5}$$

$P_{\mathbf k}$ is analytic for $|{\rm Im}\,k_\mu|<\kappa$.

Wannier functions $|\mathbf Rn\rangle$, translates of $|\mathbf 0n\rangle$, correspond to orthonormal frames $u_{n\mathbf k}$ in the range of $P_{\mathbf k}$; choosing the frame is choosing the gauge. For each direction, summed over directions in $d$ dimensions,

$$\Omega=\Omega_I+\tilde\Omega,\qquad \Omega_I=\sum_n\langle\mathbf 0n|xQx|\mathbf 0n\rangle,\qquad \tilde\Omega=\sum_n\sum_{\mathbf Rm\ne\mathbf 0n}|\langle\mathbf Rm|x|\mathbf 0n\rangle|^2 .\tag{6}$$

With $g$ the quantum metric,

$$\Omega_I=\langle{\rm Tr}\,g\rangle_k,\qquad {\rm Tr}\,g=\tfrac12{\rm Tr}(\partial P)^2=\sum_n\langle\partial u_n|Q|\partial u_n\rangle,\tag{7}$$

$$\Omega=\Omega_I\iff\text{every }|\mathbf 0n\rangle\text{ is an eigenvector of every }Px_\mu P .\tag{8}$$

In one dimension, with period $a$ and $b=2\pi/a$, parallel transport across the zone,

$$\partial_k\chi=(\partial_kP)\,\chi ,\tag{9}$$

gives a unitary Wilson loop with eigenvalues $e^{i\theta_j}$. The eigenvalues of $PxP$ are

$$\lambda=\lambda_j+Ra,\qquad \lambda_j=\theta_j/b,\qquad R\in\mathbb Z .\tag{12}$$

Its eigenfunctions, given by frames $u_{jk}$ built from the transported vectors, decay exponentially, are centred at $\lambda$ and attain $\Omega_I$. On a finite ring $x$ has a jump, and (12) holds far from it.

In two dimensions let $X=PxP$, $Y=PyP$, $K=[X,Y]$ and $A_{\mu,mn}=i\langle u_m|\partial_\mu u_n\rangle$. The curvature $F$ obeys

$$[PxP,PyP]\ \to\ -P[\partial_xP,\partial_yP]P=iF(\mathbf k),\qquad F=iP[\partial_xP,\partial_yP]P .\tag{13}$$

$$F=\partial_xA_y-\partial_yA_x-i[A_x,A_y].\tag{15}$$

With cell area $A_c$, trace per cell ${\rm tr}_c\,O=\langle{\rm Tr}\,O_{\mathbf k}\rangle_k$ and integer Chern number $C=(2\pi)^{-1}\int_{\rm BZ}{\rm Tr}\,F\,d^2k$,

$${\rm tr}_c\,K=i\,\frac{A_c\,C}{2\pi},\qquad {\rm tr}_c\,K^\dagger K=\langle{\rm Tr}\,F^2\rangle_k .\tag{16}$$

$$C=-\frac1{2\pi}\int dk_y\,\partial_y\sum_j\theta_j(k_y),\tag{17}$$

where $\theta_j(k_y)$ are the Wilson phases for transport along $k_x$ across the zone width $b_x$.

### When the bound $\Omega_I$ can be reached

Suppose $\tilde\Omega=0$. By (8), $P\,i\partial_\mu u_n=\lambda_{\mu n}u_n$ for each $\mu$, so $\partial_\mu u_n=(\partial_\mu P)u_n-i\lambda_{\mu n}u_n$, which shows that second derivatives exist and (13) applies. Then $XYu_n=\lambda_{xn}\lambda_{yn}u_n=YXu_n$, so $F(\mathbf k)u_{n\mathbf k}=0$ for all $n$:

$$\Omega=\Omega_I\ \Rightarrow\ F(\mathbf k)=0\ \text{at every }\mathbf k .\tag{18}$$

$C=0$ constrains only the average of the trace and is not enough.

For one band in two dimensions with $C=0$ the excess can be found exactly. A smooth periodic gauge exists: $\theta(k_y)$ has no winding by (17), and multiplying the transported vector by $e^{-i\theta(k_y)k_x/b_x}$ closes it in $k_x$. By (2), $\langle\mathbf R|x_\mu|\mathbf 0\rangle=\langle e^{i\mathbf k\cdot\mathbf R}A_\mu\rangle_k\equiv A_{\mu,\mathbf R}$, so $\tilde\Omega=\sum_{\mathbf R\ne0}|\mathbf A_{\mathbf R}|^2$ and $\mathbf A(\mathbf k)=\sum_{\mathbf R}\mathbf A_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}$. The curl gives $F_{\mathbf R}=-i(R_xA_{y,\mathbf R}-R_yA_{x,\mathbf R})$, which fixes the component of $\mathbf A_{\mathbf R}$ perpendicular to $\mathbf R$ to have modulus $|F_{\mathbf R}|/|\mathbf R|$ in every gauge. A gauge change $u\to e^{i\beta}u$ sends $\mathbf A\to\mathbf A-\nabla\beta$. Periodicity of $e^{i\beta}$ allows $\beta=\mathbf k\cdot\mathbf R_0+\sum_{\mathbf R}\beta_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}$. The first term changes only $\mathbf A_{\mathbf 0}$, and the second gives $\mathbf A_{\mathbf R}\to\mathbf A_{\mathbf R}+i\mathbf R\beta_{\mathbf R}$. The choice $\beta_{\mathbf R}=i\,\mathbf R\cdot\mathbf A_{\mathbf R}/R^2$ removes the parallel component, and it makes $\beta$ real because $\mathbf A_{-\mathbf R}=\mathbf A_{\mathbf R}^*$ implies $\beta_{-\mathbf R}=\beta_{\mathbf R}^*$. Therefore

$$\tilde\Omega_{\min}=\sum_{\mathbf R\neq0}\frac{|F_{\mathbf R}|^2}{|\mathbf R|^2}\qquad(J=1,\ d=2,\ C=0).\tag{19}$$

For a single band in two dimensions (18) then holds in both directions, since $F=0$ gives $C=0$ and $\tilde\Omega_{\min}=0$. One case is a spinless system in which $P_{\mathbf k}$ is real in a fixed basis, as with inversion and time reversal together. There $[\partial_xP,\partial_yP]$ is real and antisymmetric, so its expectation value in a real vector is zero and a single band has $F=0$. For $J\ge2$ the same argument removes only the diagonal elements in a real frame.

### Worked example in one dimension

Take $V(x)=V_2\cos 2bx+V_1\cos(bx+\phi)$ with the model values $a=6$ bohr, $V_2=1$ Ha, $V_1=0.3$ Ha and $\phi=0.6$, so $b=1.047198$ bohr$^{-1}$. There are two inequivalent wells per cell, near $x=\pm a/4$, where $V=-V_2\mp V_1\sin\phi$. The lowest bands span $-0.2946$ to $-0.2747$ Ha, $0.0055$ to $0.0589$ Ha and $0.9757$ to $1.2760$ Ha. The gap above band 1 is $0.2802$ Ha and that above band 2 is $0.9168$ Ha, so both $J=1$ and $J=2$ are isolated groups. One calculation integrates (9) in 29 plane waves with (5). An independent one diagonalizes $H$, and then $PxP$, on a real-space ring of 24 cells with 28 points per cell, with the jump in $x$ on the far side of the ring.

For $J=1$ the Wilson phase is $1.794252$ rad, and (12) gives $\lambda=1.794252/1.047198=1.7134$ bohr. The ring gives $-10.2866$, $-4.2866$, $1.7134$ and $7.7134$ bohr, spaced by $a$. For $J=2$ the phases $-1.698199$ and $1.667355$ rad give $-1.6217$ and $1.5922$ bohr. The ring shows the two interleaved ladders, for instance $-1.6217+6=4.3783$ and $1.5922-6=-4.4078$ bohr. The overlaps of the ring eigenvectors with the functions built from $u_{jk}$ are $1.000000000$ in modulus.

Equation (7) gives $\Omega_I=0.772023$ bohr$^2$ ($0.2162$ Å$^2$) for $J=1$, equal to the spread of the ring eigenfunction. For $J=2$ it gives $0.836055$ bohr$^2$ ($0.2341$ Å$^2$), and the two ring spreads add up to $0.457645+0.378410=0.836055$ bohr$^2$. A different Wannier basis, obtained by projecting Gaussians of width $1.5$ bohr placed at the wells and orthonormalizing symmetrically, tests (6). For $J=1$, $\Omega-\tilde\Omega=0.778913-0.006890=0.772023$ bohr$^2$, and for $J=2$, $0.840170-0.004115=0.836055$ bohr$^2$. The excess is $0.9\%$ and $0.5\%$ of $\Omega_I$. A numerical minimization of $\Omega$ over gauges $U(k)$ from these starting points ends at $0.772023$ and $0.836055$ bohr$^2$, with centres at the $\lambda_j$.

Each function of the two-band group is narrower than the one-band function. With $P_1$, $P_2$ the band projectors and $Q_{12}=1-P_1-P_2$, definition (6) gives $\Omega_I^{(1)}={\rm tr}_c\,P_1xP_2xP_1+{\rm tr}_c\,P_1xQ_{12}xP_1$, whereas the two-band value is $\Omega_I^{(2)}={\rm tr}_c\,P_1xQ_{12}xP_1+{\rm tr}_c\,P_2xQ_{12}xP_2$. The coupling between bands 1 and 2 drops out and a band-2 term is added. These identities fix only the totals, so the narrowing of each function is an observation for this potential, not a general result. The metric is also distributed differently: ${\rm Tr}\,g$ at $k=0$ and $k=b/2$ is $0.278$ and $1.461$ bohr$^2$ for $J=1$, but $1.285$ and $0.478$ bohr$^2$ for $J=2$. In both groups the larger value sits where the direct gap to the next band is smaller, but the denominator in (5) is not the whole reason. From the band edges above, the inverse squared gap differs between the two points only by a factor of $(0.3535/0.2802)^2=1.6$ for $J=1$ and $(1.2705/0.9168)^2=1.9$ for $J=2$, while ${\rm Tr}\,g$ differs by factors of $5.3$ and $2.7$. The gap to the next band therefore accounts for only part of the variation. The numerator matters more. The squared matrix element of $\partial H$ to the next band changes by a factor of $11$ for $J=1$ and $4.4$ for $J=2$, so that single term is $0.070$ and $1.244$ bohr$^2$ at $k=0$ and $k=b/2$ for $J=1$, and $1.057$ and $0.125$ bohr$^2$ for $J=2$. The remaining terms, about $0.21$ and $0.22$ bohr$^2$ for $J=1$ and $0.23$ and $0.35$ bohr$^2$ for $J=2$, reduce the contrast rather than add to it.

The weight of the $J=1$ function between $R$ and $R+1$ cells from its centre, both sides together, is $1.16\times10^{-6}$, $3.76\times10^{-11}$ and $1.77\times10^{-15}$ for $R=2$, 4 and 6 on the 28-point grid; a fine grid raises each value by about $1.5\%$ and leaves the ratios unchanged. The successive ratios are $3.2\times10^{-5}$ and $4.7\times10^{-5}$, with logarithms $-10.3$ and $-10.0$, nearly equal as exponential decay requires. Setting a ratio equal to $e^{-2\kappa_{\rm eff}\cdot2a}$ gives an effective amplitude decay constant $\kappa_{\rm eff}$ of $10.3/24=0.43$ and $10.0/24=0.42$ bohr$^{-1}$. These are finite-distance values and are not to be read as the half-width $\kappa$ of the strip. The branch point in the gap between bands 1 and 2 lies at $\kappa=0.391$ bohr$^{-1}$, and the slow drift of $\kappa_{\rm eff}$ towards it is consistent with a power-law prefactor in the amplitude, of exponent close to $-3/4$.

### Worked example in two dimensions

Take a square lattice with $a=4$ bohr, $t=0.1$ Ha and three orbitals at $(0,0)$, $(2,0)$ and $(1,2)$ bohr, with $x$ and $y$ taken as diagonal in the orbitals. Orbitals 1 and 2 form a Qi–Wu–Zhang pair with on-site term $mt\sigma_z$ and hoppings $\langle\mathbf 0|H|\mathbf R\rangle=t(\sigma_z-i\sigma_x)/2$ and $t(\sigma_z-i\sigma_y)/2$ to the neighbours at $+x$ and $+y$. Orbital 3 lies at $-2t$, with $\langle\mathbf 0,1|H|\mathbf 0,3\rangle=0.3t$, $\langle\mathbf 0,2|H|{+x},3\rangle=0.2t$ and $\langle\mathbf 0,3|H|{+y},1\rangle=0.2it$, plus Hermitian conjugates. With Bloch phases $e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau)}$ that include the orbital positions $\boldsymbol\tau$, (2) holds unchanged and $H_{\mathbf k}$ is an entire function of $\mathbf k$, so every step above applies. The lower two bands form the group, with a gap, read on a $56\times56$ $k$ mesh, of $0.1813$ Ha for $m=1$ and $0.2007$ Ha for $m=3$ ($0.2006$ Ha on a $200\times200$ mesh).

$K$ is built in real space on a $56\times56$ torus, with $P$ applied as a Chebyshev polynomial of $H$ (the Bloch energies supply only the position of the gap and the spectral range), and compared with the Fourier transform of $iF(\mathbf k)$ from (13). The element between orbital 1 in cell $(1,0)$ and orbital 3 in the home cell is $-0.053357+0.094261i$ bohr$^2$ by both routes for $m=1$. The largest absolute difference over the central region is $5.4\times10^{-14}$ bohr$^2$ for $m=1$ and $1.2\times10^{-13}$ bohr$^2$ for $m=3$. The Chern number is counted separately from overlaps around the plaquettes of a $k$ mesh, using $\langle u_{\mathbf k}|u_{\mathbf k+d\mathbf k}\rangle\approx1-i\mathbf A\cdot d\mathbf k$, so that the flux is minus the phase of the determinant of the loop product. For $m=1$ it is $-1$, and (16) predicts $16\times(-1)/2\pi=-2.546479$ bohr$^2$, which is the real-space ${\rm Im}\,{\rm tr}_cK$. For $m=3$, $C=0$ and the trace vanishes, yet ${\rm tr}_cK^\dagger K=\langle{\rm Tr}F^2\rangle_k=0.894077$ bohr$^4$, against $20.504860$ bohr$^4$ for $m=1$. By (18) the group with $C=0$ still cannot reach $\Omega_I$.

At $\mathbf k_0=(0.175,0.525)$ bohr$^{-1}$ and $m=1$, the eigenvalues of $F$ from (13) are $-0.4243$ and $0.5586$ bohr$^2$. Finite differences of $A$ in a frame twisted by a $k$-dependent unitary matrix give the same values through (15). The bare curl in that frame has eigenvalues $-10.9881$ and $11.1224$ bohr$^2$. Only the trace agrees: $-10.9881+11.1224=0.1343=-0.4243+0.5586$.

The top band at $m=3$ is a single band with zero mean curvature, while $F$ sampled on a $48\times48$ $k$ mesh ranges from $-7.72$ to $1.21$ bohr$^2$ (the minimum moves to $-7.84$ bohr$^2$ on a $200\times200$ mesh). Equations (7) and (19) give $\Omega_I=0.760917$ bohr$^2$ and $\tilde\Omega_{\min}=0.017837$ bohr$^2$, so the predicted minimum is $0.760917+0.017837=0.778754$ bohr$^2$ ($0.2181$ Å$^2$). Direct minimization of the real-space spread over all phases on a $k$ mesh goes from $0.779975$ bohr$^2$ in the projected gauge to $0.778754$ bohr$^2$. The converged value lies $2.3\%$ of $\Omega_I$ above $\Omega_I$, and by (19) no gauge removes this remainder. The program and its output follow.

## Calculated quantities

```
1D: a=6.0 bohr, V2=1.0 Ha, V1=0.3 Ha, phi=0.6 rad, b=1.047198 1/bohr
ring: 24 cells, 28 points/cell; 29 plane waves; trial width 1.5 bohr
band 1 range: -0.294550 to -0.274742 Ha
band 2 range: 0.005503 to 0.058918 Ha
band 3 range: 0.975689 to 1.276003 Ha
J=1 gap above group: 0.280245 Ha
J=1 Wilson phases: 1.794252 rad; centres: 1.713384 bohr
J=1 PxP eigenvalues (ring): -10.2866 -4.2866 1.7134 7.7134 bohr
J=1 Tr g at k=0, b/2: 0.278017 1.461388 bohr^2
J=1 Omega_I: 0.772023 bohr^2 = 0.216188 angstrom^2
J=1 spreads of PxP eigenfunctions: 0.772023, sum 0.772023 bohr^2
J=1 overlap with transported functions: 1.000000000
J=1 weight 2,4,6 cells away: 1.16e-06 3.76e-11 1.77e-15
J=1 projected gauge: Omega 0.778913, Omega_t 0.006890 bohr^2
J=1 gauge-minimised Omega: 0.772023 bohr^2
J=2 gap above group: 0.916771 Ha
J=2 Wilson phases: -1.698199 1.667355 rad; centres: -1.621660 1.592207 bohr
J=2 PxP eigenvalues (ring): -10.4078 -7.6217 -4.4078 -1.6217 1.5922 4.3783 7.5922 10.3783 bohr
J=2 Tr g at k=0, b/2: 1.284861 0.477953 bohr^2
J=2 Omega_I: 0.836055 bohr^2 = 0.234119 angstrom^2
J=2 spreads of PxP eigenfunctions: 0.457645 0.378410, sum 0.836055 bohr^2
J=2 overlap with transported functions: 1.000000000 1.000000000
J=2 weight 2,4,6 cells away: 1.93e-07 1.35e-12 1.38e-17
J=2 projected gauge: Omega 0.840170, Omega_t 0.004115 bohr^2
J=2 gauge-minimised Omega: 0.836055 bohr^2
2D: a=4.0 bohr, t=0.1 Ha, level -2t, couplings 0.3t 0.2t 0.2it, torus 56x56
orbital positions (x y): 0.0 0.0 2.0 0.0 1.0 2.0 bohr
m=1 gap: 0.181333 Ha; plaquette Chern number: -1
m=1 Im tr_c K: -2.546479 bohr^2; a^2 C/2pi: -2.546479 bohr^2
m=1 tr_c K^+K: 20.504860 bohr^4; <Tr F^2>: 20.504860 bohr^4
m=1 <(1,0),1|K|0,3>: real space -0.053357+0.094261j, from iF -0.053357+0.094261j bohr^2
m=1 largest kernel mismatch: 5.4e-14 bohr^2
m=3 gap: 0.200672 Ha; plaquette Chern number: 0
m=3 Im tr_c K: 0.000000 bohr^2; a^2 C/2pi: 0.000000 bohr^2
m=3 tr_c K^+K: 0.894077 bohr^4; <Tr F^2>: 0.894077 bohr^4
m=3 <(1,0),1|K|0,3>: real space 0.001843-0.005308j, from iF 0.001843-0.005308j bohr^2
m=3 largest kernel mismatch: 1.2e-13 bohr^2
m=1 k0: 0.1750 0.5250 1/bohr; energies: -0.207196 -0.159692 0.166888 Ha
m=1 eigenvalues of F(k0), projector form: -0.4243 0.5586 bohr^2
m=1 eigenvalues of curl A - i[A,A]: -0.4243 0.5586 bohr^2
m=1 eigenvalues of bare curl A (twisted gauge): -10.9881 11.1224 bohr^2
m=3 top band: F from -7.7212 to 1.2138 bohr^2, |mean| 7.5e-15 bohr^2
m=3 top band: Omega_I 0.760917, sum |F_R|^2/R^2 0.017837 bohr^2
m=3 top band: predicted minimum 0.778754 bohr^2 = 0.218073 angstrom^2
m=3 top band: projected gauge 0.779975, minimised 0.778754 bohr^2
```
